# Two real auxiliary fields per momentum pair for the plane-wave Coulomb interaction: a program that tests the result

```python
# Result under test: the plane-wave Coulomb interaction
#   V = 1/(2 Omega) sum_{Q != 0} v(Q) sum c+_{G+Q} c+_{G'-Q} c_{G'} c_G
# equals 1/2 sum over pairs (Q,-Q) of (A^2 + B^2) minus a self term S, with
#   A = g (rho + rho^dagger), B = i g (rho - rho^dagger), g = sqrt(v/(2 Omega)),
# and exp(-tau V) is an average over two real normal fields for each pair.
# S is one-body in a truncated basis and N*C0 in a complete basis.
# Hartree atomic units; vectors are integer triples in units of k = 2 pi / L.
from itertools import combinations, product
import numpy as np
import scipy.sparse as sp
from scipy.linalg import expm
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
L = 5.0
OMEGA = L**3
K = 2 * np.pi / L


def coupling(q):
    """v(Q)/Omega in hartree."""
    return 4 * np.pi / (K**2 * sum(c * c for c in q) * OMEGA)


def add(g, q, sign=1):
    return tuple(a + sign * b for a, b in zip(g, q))


def transfers(basis):
    """All nonzero momentum transfers possible inside the basis."""
    return sorted({add(a, b, -1) for a in basis for b in basis if a != b})


def half(qs):
    """One member of each pair Q, -Q."""
    return [q for q in qs if q > (0, 0, 0)]


def moves(basis, q):
    """(target, source) indices for G -> G + Q inside the basis."""
    return [(basis.index(add(g, q)), i) for i, g in enumerate(basis)
            if add(g, q) in basis]


def annihilators(n):
    """Jordan-Wigner annihilation matrices for n spin orbitals."""
    z = sp.csr_matrix(np.diag([1.0, -1.0]))
    a = sp.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))
    one = sp.identity(2, format="csr")
    result = []
    for p in range(n):
        op = sp.identity(1, format="csr")
        for r in range(n):
            factor = z if r < p else (a if r == p else one)
            op = sp.kron(op, factor, format="csr")
        result.append(op)
    return result


def interaction_from_definition(ann, basis):
    m = len(basis)
    total = sp.csr_matrix(ann[0].shape)
    for q in transfers(basis):
        minus_q = tuple(-c for c in q)
        part = sp.csr_matrix(ann[0].shape)
        for (t1, s1), (t2, s2) in product(moves(basis, q), moves(basis, minus_q)):
            for u, w in product((0, m), repeat=2):
                part = part + (ann[t1 + u].T @ ann[t2 + w].T
                               @ ann[s2 + w] @ ann[s1 + u])
        total = total + 0.5 * coupling(q) * part
    return total.tocsr()


def field_operators(ann, basis):
    """Hermitian operators A, B for each pair, in Fock space."""
    m = len(basis)
    result = []
    for q in half(transfers(basis)):
        rho = sp.csr_matrix(ann[0].shape)
        for t, s in moves(basis, q):
            for u in (0, m):
                rho = rho + ann[t + u].T @ ann[s + u]
        g = np.sqrt(coupling(q) / 2)
        result += [(g * (rho + rho.T)).tocsr(), (1j * g * (rho - rho.T)).tocsr()]
    return result


def self_levels(basis):
    """s(G): half the coupling summed over Q with G-Q in the basis."""
    return np.array([sum(0.5 * coupling(q) for q in transfers(basis)
                         if add(g, q, -1) in basis) for g in basis])


def self_operator(ann, basis):
    m = len(basis)
    s = self_levels(basis)
    return sum(s[i] * (ann[i + u].T @ ann[i + u])
               for i in range(m) for u in (0, m)).tocsr()


# Operator identity in the whole Fock space of seven plane waves, two spins
basis7 = [(0, 0, 0), (1, 0, 0), (-1, 0, 0), (0, 1, 0), (0, -1, 0),
          (0, 0, 1), (0, 0, -1)]
ann7 = annihilators(14)
v7 = interaction_from_definition(ann7, basis7)
fields7 = field_operators(ann7, basis7)
squares7 = sum(0.5 * (a @ a) for a in fields7)
identity_error = abs(squares7 - self_operator(ann7, basis7) - v7).max()
assert len(fields7) == len(transfers(basis7))
assert identity_error < 1e-12

# Three plane waves, two spin-up electrons and one spin-down electron
basis3 = [(-1, 0, 0), (0, 0, 0), (1, 0, 0)]
ann3 = annihilators(6)
occupations = [up + (d,) for up in combinations(range(3), 2) for d in (3, 4, 5)]
sector = [sum(1 << (5 - p) for p in occ) for occ in occupations]


def restrict(op):
    return op.toarray()[np.ix_(sector, sector)]


v3 = restrict(interaction_from_definition(ann3, basis3))
many_fields = [restrict(a) for a in field_operators(ann3, basis3)]
squares3 = sum(0.5 * a @ a for a in many_fields)
self3 = restrict(self_operator(ann3, basis3))
assert np.allclose(squares3 - self3, v3, atol=1e-13)
s_levels = self_levels(basis3)
c0 = sum(0.5 * coupling(q) for q in transfers(basis3))
n_el = 3
ref = occupations.index((1, 2, 4))
exchange = -coupling((1, 0, 0))
assert abs(v3[ref, ref] - exchange) < 1e-13
wrong_v3 = squares3 - n_el * c0 * np.eye(len(sector))
assert np.linalg.norm(wrong_v3 - v3) > 0.01
kinetic = np.diag([sum(0.5 * K**2 * basis3[p % 3][0]**2 for p in occ)
                   for occ in occupations])
e_right = np.linalg.eigvalsh(kinetic + v3)[0]
e_wrong = np.linalg.eigvalsh(kinetic + wrong_v3)[0]

# One-particle matrices of the same field operators
orbital_fields = []
for q in half(transfers(basis3)):
    r = np.zeros((3, 3))
    for t, s in moves(basis3, q):
        r[t, s] = 1.0
    g = np.sqrt(coupling(q) / 2)
    orbital_fields += [g * (r + r.T), 1j * g * (r - r.T)]
    if q == (1, 0, 0):
        commutator = np.diag(r @ r.T - r.T @ r)
orbital_fields = np.array(orbital_fields)
assert np.abs(commutator).max() > 0.5

nodes, weights = np.polynomial.hermite_e.hermegauss(8)
weights = weights / np.sqrt(2 * np.pi)
grid = np.array(list(product(nodes, repeat=len(orbital_fields))))
grid_weights = np.prod(list(product(weights, repeat=len(orbital_fields))), axis=1)


def field_average(tau):
    """Gaussian average of one-body propagators between determinants."""
    h = np.einsum("sf,fij->sij", grid, orbital_fields)
    e, u = np.linalg.eigh(h)
    orb = (u * np.exp(1j * np.sqrt(tau) * e)[:, None, :]) @ u.conj().transpose(0, 2, 1)
    spin_orb = np.zeros((len(grid), 6, 6), complex)
    spin_orb[:, :3, :3] = orb
    spin_orb[:, 3:, 3:] = orb
    w = np.zeros((len(sector), len(sector)), complex)
    for i, rows in enumerate(occupations):
        for j, cols in enumerate(occupations):
            minors = spin_orb[:, list(rows)][:, :, list(cols)]
            w[i, j] = grid_weights @ np.linalg.det(minors)
    return w


def propagator_error(tau):
    w = field_average(tau)
    outer = expm(0.5 * tau * self3)
    approx = outer @ w @ outer
    exact = expm(-tau * v3)
    return approx - exact, w[ref, ref].real, approx[ref, ref].real, exact[ref, ref].real


tau = 0.1
err1, bare_element, approx_element, exact_element = propagator_error(tau)
err2 = propagator_error(tau / 2)[0]
norm1, norm2 = np.linalg.norm(err1, 2), np.linalg.norm(err2, 2)
assert abs(norm1 / norm2 - 4) < 0.2

# Leading error coefficient predicted from fourth moments of the fields
predicted = sum(a @ b @ a @ b + a @ b @ b @ a - 2 * a @ a @ b @ b
                for a in many_fields for b in many_fields) / 24
tau_small = 0.01
measured = propagator_error(tau_small)[0] / tau_small**2
coefficient_mismatch = (np.linalg.norm(measured - predicted)
                        / np.linalg.norm(predicted))
assert coefficient_mismatch < 0.05

# Complete basis: electrons at fixed points, direct pair sum against fields
points = np.array([[0.0, 0.0, 0.0], [1.0, 2.0, 0.0], [2.0, 0.5, 3.0]])
q_set = [q for q in product(range(-2, 3), repeat=3)
         if 0 < sum(c * c for c in q) <= 4]
pair_energy = sum(coupling(q) * np.cos(K * np.dot(q, points[i] - points[j]))
                  for q in q_set for i, j in combinations(range(3), 2))
c0_points = sum(0.5 * coupling(q) for q in q_set)
tau_points = 1.0
x, wx = np.polynomial.hermite_e.hermegauss(40)
wx = wx / np.sqrt(2 * np.pi)
average = 1.0 + 0.0j
for q in half(q_set):
    phase = K * points @ np.array(q)
    g = np.sqrt(coupling(q) / 2)
    for a in (2 * g * np.cos(phase).sum(), -2 * g * np.sin(phase).sum()):
        average *= wx @ np.exp(1j * np.sqrt(tau_points) * x * a)
corrected = average.real * np.exp(tau_points * 3 * c0_points)
direct = np.exp(-tau_points * pair_energy)
assert abs(average.imag) < 1e-12
assert abs(corrected - direct) < 1e-10

# Growth of the self constant with the cutoff on Q
axis = np.arange(-20, 21)
n2 = (axis[:, None, None]**2 + axis[None, :, None]**2 + axis[None, None, :]**2).ravel()


def c0_cutoff(n_max):
    chosen = n2[(n2 > 0) & (n2 <= n_max**2)]
    return 0.5 * np.sum(4 * np.pi / (K**2 * chosen * OMEGA))


c10, c20 = c0_cutoff(10), c0_cutoff(20)
slope = (c20 - c10) / (10 * K)
assert abs(slope * np.pi - 1) < 0.02

print("SEVEN PLANE WAVES, WHOLE FOCK SPACE")
print(f"nonzero Q: {len(transfers(basis7))}, real fields: {len(fields7)}")
print(f"largest matrix-element error of identity: {identity_error:.1e} hartree")
print("THREE PLANE WAVES, 2 UP + 1 DOWN")
print(f"cell length L = {L:.1f} bohr, volume = {OMEGA:.1f} bohr^3")
print(f"k = 2 pi/L = {K:.6f} 1/bohr")
print(f"number of real fields = {len(orbital_fields)}")
print(f"field quadrature points = {len(grid)}")
for n in (1, 2):
    cn = coupling((n, 0, 0))
    print(f"Q = {n}k: v/Omega = {cn:.6f} hartree, g = {np.sqrt(cn/2):.6f} hartree^1/2")
print("diagonal of [rho(k),rho(-k)] for G=-k,0,k:", commutator.astype(int))
print(f"s(-k), s(0), s(k) = {s_levels[0]:.6f}, {s_levels[1]:.6f}, {s_levels[2]:.6f} hartree")
print(f"C0 from the same Q = {c0:.6f} hartree per electron")
print("reference determinant: 0 up, k up, 0 down")
print(f"expectation of squares = {squares3[ref, ref].real:.6f} hartree")
print(f"expectation of S = {self3[ref, ref]:.6f} hartree")
print(f"expectation of V = {v3[ref, ref]:.6f} hartree = {v3[ref, ref]*HARTREE_EV:.4f} eV")
print(f"exchange -v(k)/Omega = {exchange:.6f} hartree")
print(f"N*C0 = {n_el*c0:.6f} hartree")
print(f"expectation of V if N*C0 replaces S = {wrong_v3[ref, ref].real:.6f} hartree")
print(f"lowest energy T+V, correct S = {e_right:.6f} hartree")
print(f"lowest energy T+V, N*C0 instead = {e_wrong:.6f} hartree")
print(f"time step tau = {tau:.2f} 1/hartree, reference diagonal elements:")
print(f"  field average alone = {bare_element:.8f}")
print(f"  with self factors = {approx_element:.8f}")
print(f"  exact exp(-tau V) = {exact_element:.8f}")
print(f"propagator error norm at tau={tau:.2f}: {norm1:.4e}")
print(f"propagator error norm at tau={tau/2:.2f}: {norm2:.4e}")
print(f"error ratio on halving tau = {norm1/norm2:.4f}")
print(f"norm of predicted tau^2 coefficient = {np.linalg.norm(predicted, 2):.4e} hartree^2")
print(f"relative mismatch at tau={tau_small:.2f}: {coefficient_mismatch:.2e}")
print("COMPLETE BASIS, THREE ELECTRONS AT FIXED POINTS")
for i, p in enumerate(points):
    print(f"electron {i+1} at ({p[0]:.1f}, {p[1]:.1f}, {p[2]:.1f}) bohr")
print(f"Q with |Q| <= 2k: {len(q_set)}, real fields: {2*len(half(q_set))}")
print(f"direct pair energy = {pair_energy:.6f} hartree")
print(f"C0 = {c0_points:.6f} hartree, N*C0 = {3*c0_points:.6f} hartree")
print(f"tau = {tau_points:.1f} 1/hartree, field average = {average.real:.8f}")
print(f"average times exp(tau N C0) = {corrected:.8f}")
print(f"direct exp(-tau V) = {direct:.8f}")
print("GROWTH OF THE SELF CONSTANT")
print(f"C0 at cutoff 10k = {c10:.6f} hartree, at 20k = {c20:.6f} hartree")
print(f"slope = {slope:.6f} hartree bohr, 1/pi = {1/np.pi:.6f}")
print("tests ok")
```

Running it gives:

```
SEVEN PLANE WAVES, WHOLE FOCK SPACE
nonzero Q: 24, real fields: 24
largest matrix-element error of identity: 6.7e-16 hartree
THREE PLANE WAVES, 2 UP + 1 DOWN
cell length L = 5.0 bohr, volume = 125.0 bohr^3
k = 2 pi/L = 1.256637 1/bohr
number of real fields = 4
field quadrature points = 4096
Q = 1k: v/Omega = 0.063662 hartree, g = 0.178412 hartree^1/2
Q = 2k: v/Omega = 0.015915 hartree, g = 0.089206 hartree^1/2
diagonal of [rho(k),rho(-k)] for G=-k,0,k: [-1  0  1]
s(-k), s(0), s(k) = 0.039789, 0.063662, 0.039789 hartree
C0 from the same Q = 0.079577 hartree per electron
reference determinant: 0 up, k up, 0 down
expectation of squares = 0.103451 hartree
expectation of S = 0.167113 hartree
expectation of V = -0.063662 hartree = -1.7323 eV
exchange -v(k)/Omega = -0.063662 hartree
N*C0 = 0.238732 hartree
expectation of V if N*C0 replaces S = -0.135282 hartree
lowest energy T+V, correct S = 0.723419 hartree
lowest energy T+V, N*C0 instead = 0.651724 hartree
time step tau = 0.10 1/hartree, reference diagonal elements:
  field average alone = 0.98972280
  with self factors = 1.00640129
  exact exp(-tau V) = 1.00640687
propagator error norm at tau=0.10: 1.7677e-05
propagator error norm at tau=0.05: 4.4260e-06
error ratio on halving tau = 3.9938
norm of predicted tau^2 coefficient = 1.7731e-03 hartree^2
relative mismatch at tau=0.01: 5.49e-04
COMPLETE BASIS, THREE ELECTRONS AT FIXED POINTS
electron 1 at (0.0, 0.0, 0.0) bohr
electron 2 at (1.0, 2.0, 0.0) bohr
electron 3 at (2.0, 0.5, 3.0) bohr
Q with |Q| <= 2k: 32, real fields: 32
direct pair energy = -0.269015 hartree
C0 = 0.514601 hartree, N*C0 = 1.543803 hartree
tau = 1.0 1/hartree, field average = 0.27949033
average times exp(tau N C0) = 1.30867526
direct exp(-tau V) = 1.30867526
GROWTH OF THE SELF CONSTANT
C0 at cutoff 10k = 3.709776 hartree, at 20k = 7.707571 hartree
slope = 0.318134 hartree bohr, 1/pi = 0.318310
tests ok
```
